\section*{Crossed-Polariser Reflection of Black Phosphorus and the Armchair–Zigzag Ambiguity}

\section{What a dark flake does not reveal}

Suppose a black phosphorus flake is turned between crossed polarisers until it goes dark, and the crystal axis now parallel to the polariser is taken to be armchair. Contacts are then laid out to carry current along it. If nothing else is known about the flake, the channel may equally well run along zigzag, the direction of the heavier carriers. Repeating the measurement more carefully does not help: the flake goes dark at both axes, and the signal between them is the same in either case. The derivation below shows where this ambiguity comes from and what extra information removes it.

\section{Geometry and assumptions}

Monochromatic light of vacuum wavelength $\lambda$ falls at normal incidence on a uniform flake resting on optically isotropic layers. The response is linear and the materials are nonmagnetic. The polariser transmits along $x$ and the analyser along $y$. The armchair axis makes an angle $\theta$ with $x$. Incident and reflected fields are both referred to these fixed laboratory axes, so reversing the propagation direction introduces no extra sign.

Fields vary as $e^{-i\omega t}$. A wave travelling towards the substrate, along $+z$, is $e^{ik_0nz}$ with $k_0=2\pi/\lambda$, and absorption means $\operatorname{Im}n>0$. Signals are fractions of the polarised incident power.

In the crystal frame, with armchair first and zigzag second, linear reflection is a $2\times2$ matrix $r$. Black phosphorus has a mirror plane perpendicular to zigzag. Reflection in it is represented by $M=\operatorname{diag}(1,-1)$. Isotropic layers and normal incidence respect this mirror, so
\begin{equation}
MrM=r,\qquad
MrM=\begin{pmatrix}r_{11}&-r_{12}\\-r_{21}&r_{22}\end{pmatrix}.
\label{eq:mirror}
\end{equation}
Comparing elements gives $r_{12}=-r_{12}$ and $r_{21}=-r_{21}$, so both vanish:
\begin{equation}
r=\begin{pmatrix}r_a&0\\0&r_z\end{pmatrix}.
\label{eq:diagonal}
\end{equation}
The complex numbers $r_a$ and $r_z$ belong to the whole stack, not to the flake's upper surface alone.

\section{The two reflection amplitudes}

The crystal is orthorhombic, so its dielectric tensor is diagonal along armchair, zigzag and the surface normal. A field along one in-plane axis therefore obeys a scalar equation, $E''+k_0^2n^2E=0$, with the index $n$ of that axis.

Consider an interface between an upper medium $n_1$ and a lower medium $n_2$. Let the downward and upward amplitudes be $a,b$ just above it and $a',\rho a'$ just below it. Here $\rho$ describes everything reflected from deeper layers. The tangential electric and magnetic fields are continuous, hence so are $E$ and $E'$:
\begin{align}
a+b&=(1+\rho)a', \label{eq:match1}\\
n_1(a-b)&=n_2(1-\rho)a'. \label{eq:match2}
\end{align}
Define $r_{\rm top}=b/a$ and $f=(n_1-n_2)/(n_1+n_2)$. The latter gives $n_2/n_1=(1-f)/(1+f)$. Dividing \eqref{eq:match2} by $n_1$ times \eqref{eq:match1},
\begin{equation}
\frac{1-r_{\rm top}}{1+r_{\rm top}}
=\frac{(1-f)(1-\rho)}{(1+f)(1+\rho)} .
\label{eq:ratio}
\end{equation}
If $(1-r)/(1+r)=N/Q$, then $r=(Q-N)/(Q+N)$. Here $Q-N=2(f+\rho)$ and $Q+N=2(1+f\rho)$, so
\begin{equation}
r_{\rm top}=\frac{f+\rho}{1+f\rho},\qquad
\rho=r_{\rm next}e^{2ik_0n_2d}.
\label{eq:recursion}
\end{equation}
The exponential is the round trip through the layer of thickness $d$ to the next interface, whose reflection amplitude is $r_{\rm next}$. One starts with $\rho=0$ in the semi-infinite substrate and works upwards, once with the armchair index and once with the zigzag index.

\section{The crossed signal}

The crystal axes have laboratory unit vectors
\begin{equation}
\mathbf a=(\cos\theta,\sin\theta),\qquad
\mathbf z=(-\sin\theta,\cos\theta).
\end{equation}
The incident field $E_0\hat{\mathbf x}$ has components $E_0\cos\theta$ along $\mathbf a$ and $-E_0\sin\theta$ along $\mathbf z$. By \eqref{eq:diagonal}, the reflected field is
\begin{equation}
\mathbf E_r=E_0\left(r_a\cos\theta\,\mathbf a-r_z\sin\theta\,\mathbf z\right).
\label{eq:reflected}
\end{equation}
It is convenient to define the mean and half-difference amplitudes
\begin{equation}
A=\frac{r_a+r_z}{2},\qquad D=\frac{r_a-r_z}{2}.
\label{eq:AD}
\end{equation}
The $y$ component of \eqref{eq:reflected} is
\begin{equation}
\frac{E_y}{E_0}=r_a\cos\theta\sin\theta-r_z\sin\theta\cos\theta
=D\sin2\theta ,
\label{eq:crossamp}
\end{equation}
because $\sin\theta\cos\theta=\tfrac12\sin2\theta$. Its squared modulus is
\begin{equation}
I_\perp(\theta)=|D|^2\sin^22\theta
=\frac{|r_a-r_z|^2}{4}\sin^22\theta .
\label{eq:main}
\end{equation}
The signal vanishes when the polariser lies along either axis, since the field then excites one axis and returns with its polarisation unchanged. It is largest halfway between. If $r_a=r_z$ at the chosen wavelength, there is no signal at any angle and the axes cannot be located this way.

Writing $r_j=\sqrt{R_j}\,e^{i\phi_j}$, with $R_j=|r_j|^2$ and $\Delta\phi=\phi_a-\phi_z$, separates two causes of the signal:
\begin{align}
|r_a-r_z|^2&=R_a+R_z-2\sqrt{R_aR_z}\cos\Delta\phi\nonumber\\
&=(\sqrt{R_a}-\sqrt{R_z})^2+4\sqrt{R_aR_z}\sin^2\frac{\Delta\phi}{2}.
\label{eq:phase}
\end{align}
The second line uses $1-\cos\Delta\phi=2\sin^2(\Delta\phi/2)$. Two axes of equal brightness can thus still give a crossed signal through their phase difference.

\section{Why the axes remain unnamed}

Compare two hypotheses about one flake: armchair lies at $\theta$, or at $\theta+90^\circ$. The second changes $\sin2\theta$ to $\sin(2\theta+180^\circ)=-\sin2\theta$. The field \eqref{eq:crossamp} changes sign, but
\begin{equation}
I_\perp(\theta+90^\circ)=I_\perp(\theta).
\label{eq:ambiguity}
\end{equation}
Equivalently, exchanging $r_a$ and $r_z$ at fixed $\theta$ changes $D$ to $-D$ and leaves $|D|^2$ alone. Equation \eqref{eq:ambiguity} holds at each wavelength separately, so a complete crossed spectrum has the same ambiguity. Knowing $r_a$ and $r_z$ perfectly does not remove it either, because both hypotheses use the same two values. The lost information is the sign of the crossed field.

\section{Recovering the missing sign}

\subsection{Parallel polarisers}

The $x$ component of \eqref{eq:reflected} is $r_a\cos^2\theta+r_z\sin^2\theta$. Using $\cos^2\theta=(1+\cos2\theta)/2$ and $\sin^2\theta=(1-\cos2\theta)/2$,
\begin{align}
I_\parallel(\theta)&=|A+D\cos2\theta|^2\nonumber\\
&=|A|^2+2\operatorname{Re}(AD^*)\cos2\theta+|D|^2\cos^22\theta .
\label{eq:parallel}
\end{align}
Since $r_a=A+D$ and $r_z=A-D$, subtracting their squared moduli gives
\begin{equation}
R_a-R_z=4\operatorname{Re}(AD^*).
\label{eq:difference}
\end{equation}
A quarter turn reverses $\cos2\theta$, and therefore
\begin{equation}
I_\parallel(\theta)-I_\parallel(\theta+90^\circ)=(R_a-R_z)\cos2\theta .
\label{eq:quarter}
\end{equation}
This separates a brighter axis from a darker one. It fails when $R_a=R_z$, even if the crossed signal is strong.

\subsection{A slightly uncrossed analyser}

Turn the analyser from $y$ towards $-x$ by $\delta$, so that its unit vector is $(-\sin\delta,\cos\delta)$. The transmitted amplitude is
\begin{align}
\frac{E_\delta}{E_0}&=-\sin\delta\,(A+D\cos2\theta)+\cos\delta\,D\sin2\theta\nonumber\\
&=D\sin(2\theta-\delta)-A\sin\delta .
\label{eq:uncrossed}
\end{align}
The term in $A$ does not change as the flake turns and acts as a phase reference. At $\theta=45^\circ+\delta/2$ and $135^\circ+\delta/2$ the sine is $+1$ and $-1$. The difference of the two powers is
\begin{align}
I_{45}-I_{135}&=|D-A\sin\delta|^2-|D+A\sin\delta|^2\nonumber\\
&=-4\operatorname{Re}(AD^*)\sin\delta
=-(R_a-R_z)\sin\delta .
\label{eq:lobes}
\end{align}
The last step uses \eqref{eq:difference}. Uncrossing thus gives the same brightness comparison as parallel polarisers.

Neither measurement by itself says that the brighter axis is armchair. That needs the sign of $R_a-R_z$ for the actual stack, from an optical model or a calibration on a flake of known orientation, with the same thickness, on the same layers and at the same wavelength.

\section{A flake on oxidised silicon}

Take a $20$ nm flake on $300$ nm of silica on silicon, at $\lambda=633$ nm ($1.959$ eV). The indices are $3.70+0.20i$ for armchair, $3.50+0.05i$ for zigzag, $1.46$ for silica and $3.90+0.02i$ for silicon. The black phosphorus values are round numbers chosen for illustration, not measured data; for a real flake they must be replaced by measured indices. Recursion \eqref{eq:recursion} gives
\begin{equation}
r_a=-0.5814+0.4418i,\qquad r_z=-0.5216+0.5207i .
\end{equation}
Their difference is $-0.0598-0.0789i$, so \eqref{eq:main} gives the peak
\begin{equation}
|D|^2=\frac{(0.0598)^2+(0.0789)^2}{4}=0.00245,
\end{equation}
or $0.245\%$ of the incident power. The signals at several angles are:
\begin{center}
\begin{tabular}{ccc}
$\theta$ & $I_\perp$ (\%) & $I_\parallel$ (\%)\\
$0^\circ$ & 0.000 & 53.32\\
$20^\circ$ & 0.101 & 53.34\\
$45^\circ$ & 0.245 & 53.58\\
$90^\circ$ & 0.000 & 54.32\\
$110^\circ$ & 0.101 & 54.11
\end{tabular}
\end{center}
The crossed values at $20^\circ$ and $110^\circ$ agree, while the parallel values differ by $0.77$ percentage points, as \eqref{eq:quarter} requires: $1.00\cos40^\circ=0.77$.

The angular laws were also tested without assuming \eqref{eq:diagonal}, by solving the coupled equations $\mathbf E''=-k_0^2\varepsilon\mathbf E$ with the dielectric tensor $\varepsilon$ rotated into the laboratory frame. For this stack, at sixteen equally spaced angles, both signals agreed with \eqref{eq:main} and \eqref{eq:parallel} to one part in $10^5$, or to $10^{-11}$ of the incident power where the signal vanishes.

Here $R_a=53.3\%$ and $R_z=54.3\%$, so the armchair axis is slightly darker. The first term of \eqref{eq:phase} contributes $(0.7302-0.7370)^2/4\approx1.2\times10^{-5}$ to the peak, about $0.5\%$ of it. In this example the crossed signal is almost entirely a phase effect.

With the analyser uncrossed by $5^\circ$, the two lobes are $0.696\%$ and $0.608\%$. Their difference, $0.087\%$ of incident power, equals $0.0100\sin5^\circ$. The larger lobe near $45^\circ$ shows that $R_a<R_z$.

\subsection{The brighter axis changes with thickness}

With the oxide, wavelength and indices held fixed, a scan of flake thickness from $2$ to $120$ nm in $1$ nm steps finds $R_a=R_z$ near $7.9$, $15.8$, $92.2$ and $111.1$ nm. The difference changes sign at each. Zigzag leads by $24.8$ percentage points at $82$ nm, and armchair by $12.0$ points at $99$ nm. A rule that the brighter axis is armchair would thus succeed at one thickness and fail at the other. The round-trip phase $2k_0nd$ in \eqref{eq:recursion} differs between the axes, which displaces their interference fringes. Unequal absorption changes the fringe heights and also moves the reversals: if both imaginary indices were $0.05$, they would lie near $3.9$, $60.0$ and $91.7$ nm.

The $20$ nm flake lies close to one of these reversals. Lowering the real armchair index by $0.10$, with all else fixed, changes $R_a-R_z$ from $-1.0$ to $-4.1$ percentage points. If the response is roughly linear, raising the index by the same amount would reverse the sign. A safer identification uses a thickness or wavelength for which the predicted difference is large compared with the effect of index and thickness errors. A large difference alone is not enough: at $99$ nm, lowering the real armchair index by $0.1$ and raising the real zigzag index by $0.1$ changes $R_a-R_z$ from $+12.0$ to $-7.9$ percentage points.

\section{Imperfect optics and real samples}

\subsection{Analyser error}

Let $u=\sin(2\theta-\delta)$. The power from \eqref{eq:uncrossed} is $|D|^2u^2-2\operatorname{Re}(AD^*)u\sin\delta+|A|^2\sin^2\delta$. Setting its derivative with respect to $u$ to zero gives $u=\operatorname{Re}(A/D)\sin\delta$, because $\operatorname{Re}(AD^*)/|D|^2=\operatorname{Re}(A/D)$. Provided this value lies between $-1$ and $1$, define $\beta=\arcsin[\operatorname{Re}(A/D)\sin\delta]$. The two solutions $2\theta-\delta=\beta$ and $180^\circ-\beta$ place the minima at
\begin{equation}
\theta=\frac{\delta+\beta}{2},\qquad
\theta=90^\circ+\frac{\delta-\beta}{2}.
\label{eq:shifts}
\end{equation}
For $\delta=0.50^\circ$ the shifts are $-0.005^\circ$ and $0.505^\circ$. The first is tiny because $\operatorname{Re}(A/D)=-0.0025/0.00245\approx-1.02$ in this stack, so that $\beta\approx-\delta$. This is a coincidence of the chosen parameters. Subtracting the two angles in \eqref{eq:shifts} shows that the minima are $90^\circ-\beta$ apart, so their spacing is $90^\circ$ only if $\beta=0$.

\subsection{Birefringence below the flake}

Suppose a birefringent layer, with axes not aligned to the flake, turns with the sample. The mirror argument \eqref{eq:mirror} fails, but $r$ is still symmetric. To see this, take two solutions $\mathbf E_1,\mathbf E_2$ of $\mathbf E''=-k_0^2\varepsilon\mathbf E$. For symmetric $\varepsilon$, $\mathbf E_1^{T}\mathbf E_2'-\mathbf E_2^{T}\mathbf E_1'$ is independent of $z$. It vanishes in the isotropic substrate, where $\mathbf E'=ik_0n\mathbf E$. At the top, $\mathbf E=(1+r)\mathbf e$ and $\mathbf E'=ik_0(1-r)\mathbf e$ for incident amplitude $\mathbf e$. Hence $(1+r^T)(1-r)=1-r+r^T-r^Tr$ must be symmetric. The terms $1$ and $r^Tr$ already are, so the antisymmetric part $r^T-r$ must vanish.

With $C=r_{12}=r_{21}$ and $D=(r_{11}-r_{22})/2$, rotation gives the crossed amplitude $D\sin2\theta+C\cos2\theta$. A quarter turn still reverses its sign, so the $90^\circ$ period survives. For $C,D\neq0$, a zero requires $\tan2\theta=-C/D$, which has no real solution unless $C/D$ is real. Replacing the silica by a layer with indices $1.46$ and $1.56$, with the $1.46$ axis at $30^\circ$ to armchair, raises the minimum to $18.9\%$ of the maximum. With the $1.56$ axis at $30^\circ$ to armchair instead, the minimum is $2.2\%$ of the maximum.

\subsection{Comparison with a laboratory flake}

The indices of a particular flake are uncertain, especially when it is a few layers thick and its electronic structure depends on layer number. A microscope objective also breaks the assumption of normal incidence. An estimate with an isotropic film of averaged dielectric constant and a uniformly filled objective gives a background, independent of $\theta$, of about $4\%$ of the normal-incidence crossed peak at numerical aperture $0.3$, but nearly three times that peak at $0.8$. The oblique rays also change the $\theta$-dependent signal: with the flake's anisotropy retained, it is about $18\%$ larger at $0.8$, so the background there is about $2.5$ times the observed modulation. A crossed pair that leaks $10^{-4}$ of the reflected power adds about $2.2\%$ of the peak. Black phosphorus also oxidises in air. An isotropic surface layer $3$ nm thick with index $1.5$, added to the unchanged flake, lowers the peak by $3.4\%$ and preserves the angular law, since it respects the mirror in \eqref{eq:mirror}.

\section*{Numbers as computed}
\begin{verbatim}
Wavelength: 633 nm; photon energy: 1.959 eV
Flake thickness: 20 nm; silica thickness: 300 nm
Rough armchair index: 3.70+0.20j (dimensionless)
Rough zigzag index: 3.50+0.05j (dimensionless)
Silica index: 1.46; silicon index: 3.90+0.02j
r_a: -0.58144+0.44178j (dimensionless)
r_z: -0.52165+0.52069j (dimensionless)
A: -0.55154+0.48124j; D: -0.02989-0.03946j (dimensionless)
R_a: 53.324 %; R_z: 54.324 %
R_a - R_z: -1.000 % of incident power
Peak crossed signal: 0.2451 % of incident power
Angle 0 deg: crossed 0.0000 %, parallel 53.324 %
Angle 20 deg: crossed 0.1012 %, parallel 53.339 %
Angle 45 deg: crossed 0.2451 %, parallel 53.579 %
Angle 90 deg: crossed 0.0000 %, parallel 54.324 %
Angle 110 deg: crossed 0.1012 %, parallel 54.106 %
Angle 135 deg: crossed 0.2451 %, parallel 53.579 %
At 20 deg, exchanged axes: crossed 0.1012 %, parallel 54.106 %
Parallel cos(2 theta) coefficient: -0.500 %
Analyser uncrossed by: 5.0 deg
Lobe near 45 deg: 0.6956 %; near 135 deg: 0.6084 %
Lobe difference: 0.0872 % of incident power
Equal-brightness flake thicknesses, scan 2 to 120 nm: 7.89, 15.83, 92.20, 111.08 nm
Largest armchair brightness lead: at 99 nm, R_a - R_z = 11.960 %
Largest zigzag brightness lead: at 82 nm, R_a - R_z = -24.823 %
Accidental analyser error: 0.50 deg
Shift of minimum near 0 deg: -0.005 deg
Shift of minimum near 90 deg: 0.505 deg
Polariser extinction ratio: 1.0e-04 (dimensionless)
Leakage / crossed peak: 2.196 %
Numerical aperture 0.3: estimated background / crossed peak 4.260 %
Numerical aperture 0.8: estimated background / crossed peak 289.413 %
Surface oxide: 3.0 nm, index 1.50
Crossed peak change from surface oxide: -3.40 %
Armchair index lowered by 0.10: R_a - R_z = -4.101 %
Misaligned birefringent layer indices: 1.46, 1.56; axis offset 30 deg
Its crossed minimum / maximum: 18.866 %
\end{verbatim}
